Scalar, vector and tensor exchange: from Darwin to Einstein-Infeld-Hoffmann coefficients

**Q:** Two moving charges and two moving masses both have a static interaction energy proportional to 1/r, yet their velocity corrections look unrelated. Why expect a common derivation?

**A:** In both cases a source on one path acts on a source on the other through a massless field. The propagation is the same; what differs is how the sources are contracted. Take spinless point bodies with masses m1, m2, velocities v1, v2, separation r = |x1 − x2| and n = (x1 − x2)/r. The signature is (+,−,−,−), u is the four-velocity with u·u = c², and charges are Gaussian.

Begin with a scalar field coupled linearly:

S = (1/8π) ∫dt d³x [(∂φ/∂t)²/c² − (∇φ)²] − Σ ∫(mc² − gφ) dτ.

Since dτ = dt/γ, the source density is ρ = Σ (g/γ) δ³(x − x_i(t)), and variation of φ gives

∇²φ − (1/c²)∂²φ/∂t² = −4πρ.

By parts, the field action becomes −½∫ρφ. The coupling supplies +∫ρφ, leaving ½∫ρφ. Each pair occurs twice in this sum, which removes the ½. Self-energies are dropped. With t = t1 − t2,

S_int = g1g2 ∫∫ dt1 dt2 G/(γ1γ2),
G = [δ(t − r/c) + δ(t + r/c)]/(2r).

**Q:** You have taken half retarded and half advanced propagation. Real fields are retarded.

**A:** Expand the retarded function in r/c:

δ(t − r/c)/r = δ(t)/r − δ′(t)/c + r δ″(t)/(2c²) − …

The advanced function has the same even terms and opposite odd ones. The δ′/c term contains no r, so by parts it acts on the velocity factors of the sources. These vary in time only at order 1/c², so the term matters no earlier than 1/c³. It enters at 1/c³ for the vector and tensor exchanges below, through v1·v2, and only at 1/c⁵ for the scalar, where both factors must vary. The next odd term, proportional to r²δ‴(t)/c³, is already of order 1/c³. Up to 1/c² the symmetric choice loses nothing; radiation reaction lies beyond this Lagrangian.

**Q:** What changes for a vector or tensor field?

**A:** The numerator. Define

γ = u1·u2/c² = γ1γ2(1 − v1·v2/c²),

the Lorentz factor of one body seen from the other. All three cases read

S_int = κ ∫∫ dt1 dt2 G F(γ)/(γ1γ2).

For the scalar, κ = g1g2 and F = 1. For the vector in Lorenz gauge, each component of A^μ obeys the same wave equation, so body 2 produces A^μ = (q2/c)∫dt2 (G/γ2) u2^μ. The coupling −(q1/c)∫A_μ u1^μ dτ1 then contracts u1 with u2, so κ = −q1q2 and F = γ. At rest this is the Coulomb term −q1q2/r.

For gravity write g_μν = η_μν + h_μν. In harmonic gauge the trace-reversed field h̄_μν = h_μν − ½η_μν h obeys

[(1/c²)∂²/∂t² − ∇²] h̄_μν = −(16πG_N/c⁴) T_μν,

where G_N is Newton's constant. Body 2 has T_μν = (m2/γ2) u2_μ u2_ν δ³. Undoing the trace reversal gives

h_μν = −(4G_N m2/c⁴) ∫dt2 (G/γ2)(u2_μ u2_ν − ½c² η_μν).

The action −m1c²∫√(1 + h_μν u1^μ u1^ν/c²) dτ1 has the linear term −(m1/2)∫h_μν u1^μ u1^ν dτ1. The contraction is c⁴(γ² − ½), hence

κ = G_N m1m2, F = 2(γ² − ½) = 2γ² − 1.

**Q:** Is there a pattern in 1, γ and 2γ² − 1?

**A:** Put γ = cosh θ, with θ the relative rapidity. The three functions are 1, cosh θ and cosh 2θ, that is cosh(sθ) for spin s. For small θ,

F ≈ 1 + s²θ²/2, γ ≈ 1 + θ²/2,

so k ≡ F′(1) = s², which is 0, 1 or 4. Direct contraction of the source tensors, tested at θ = 0.8, gives the same functions.

**Q:** Now expand, and keep the pieces separate.

**A:** To order 1/c²,

1/(γ1γ2) = 1 − (v1² + v2²)/(2c²),
γ − 1 = (v1² + v2² − 2v1·v2)/(2c²).

With F = 1 + k(γ − 1), the product is

F/(γ1γ2) = 1 + [(k − 1)(v1² + v2²) − 2k v1·v2]/(2c²).

The −1 comes from proper time, and the terms in k come from the source contraction.

For retardation, the even part of the propagator is

G = δ(t)/r + r δ″(t)/(2c²) + …

The second term is already of order 1/c², so its velocity factor may be set to 1. Since δ″(t1 − t2) = −∂1∂2 δ(t1 − t2), one integration by parts on each path turns r δ″ into −δ ∂1∂2 r. The derivatives are

∂1 r = n·v1,
∂2 n = −[v2 − n(n·v2)]/r,
∂1∂2 r = −[v1·v2 − (n·v1)(n·v2)]/r.

Retardation therefore adds

(κ/r)[v1·v2 − (n·v1)(n·v2)]/(2c²),

whatever the spin. Had both derivatives been put on one path, a term in its acceleration would have remained.

**Q:** Then assemble the coefficients.

**A:** Write the one-exchange interaction as

L_int = (κ/r){1 + [A(v1² + v2²) + B v1·v2 + C(n·v1)(n·v2)]/(2c²)}.

The contributions to (A, B, C) are:

- proper time: (−1, 0, 0)
- source contraction: (k, −2k, 0)
- retardation: (0, 1, −1)

Their sum is

A = k − 1, B = 1 − 2k, C = −1.

- Scalar, k = 0: (−1, 1, −1).
- Vector, k = 1: (0, −1, −1), the Darwin coefficients.
- Tensor, k = 4: (3, −7, −1), the Einstein-Infeld-Hoffmann coefficients.

So 3 = 4 − 1 and −7 = 1 − 8. In the Lorenz and harmonic gauges used here the final −1 is pure retardation, and it is the same number in Darwin's Lagrangian. The split depends on the gauge: in Coulomb gauge the Darwin terms come from an instantaneous transverse interaction instead. For charges, proper time and contraction cancel in A, which is why no v1² + v2² appears there.

As a test, the unexpanded light-cone action was evaluated on eight pairs of periodic paths and the three coefficients were extracted from it. They agree, and switching off retardation removes (0, 1, −1) in every case.

**Q:** How much of the 3 and −7 depends on the trace term in gravity?

**A:** Without it, F = γ² and k = 2, giving (1, −3, −1). The trace subtraction lowers the static strength by half, and normalizing to Newton's law then doubles the slope from 2 to 4.

**Q:** Can relativity check these numbers without the field equations?

**A:** It can check two combinations. Let both bodies move with the same velocity v, and let r0 be their separation in their rest frame. There F = 1 and the interaction is κ/r0. The action is invariant and dt = γ_v dt0, so in the moving frame L_int = κ/(γ_v r0). Length contraction gives

r0² = r² + γ_v² r²(n·v)²/c², r0 ≈ r[1 + (n·v)²/(2c²)].

Therefore

L_int ≈ (κ/r){1 − [v² + (n·v)²]/(2c²)}.

Setting v1 = v2 = v in the general form and comparing,

2A + B = −1, C = −1.

Indeed −2 + 1, 0 − 1 and 6 − 7 are all −1. Within this form, relativity leaves one free number, k, which carries the spin. A term in [n·(v1 − v2)]² vanishes for equal velocities and would also pass this test; the exchanges considered here do not produce one. The unexpanded action was also tested at speed 0.5916c, where all three exchanges give the same L_int/κ = 0.575650 in the chosen length unit.

**Q:** Is the gravitational Lagrangian now complete?

**A:** No. In a bound orbit μv² is of order κ/r, with μ = m1m2/(m1 + m2). A static term of order κ²/(μc²r²) is then as large as the velocity corrections. The scalar and vector models have none, because their fields and couplings are linear. Gravity is nonlinear and does have one.

To find it, put a light body m in the field of a mass M at rest, with

ds² = N²c²dt² − ψ⁴dx².

The time-time vacuum equations say that the scalar curvature of space, −8ψ⁻⁵∇²ψ, vanishes and that N is harmonic in the curved space, whose Laplacian is ψ⁻⁶∇·(ψ²∇):

∇²ψ = 0, ∇·(ψ²∇N) = 0.

Together they give ∇²(Nψ) = 0, so ψ = 1 + a/r and Nψ = 1 − b/r. By dimensions, a and b are pure numbers times G_N M/c². The linear field found above has g00 = 1 − 2U and spatial factor 1 + 2U, with U = G_N M/(c²r). Matching gives a = b = G_N M/(2c²), and

N = (1 − U/2)/(1 + U/2) = 1 − U + U²/2 + …

All components of the vacuum equations were tested for this metric. The harmonic condition involves Nψ² = 1 − U²/4, so it is violated first at 1/c⁴, too late to matter here.

The test-body Lagrangian is

−mc²√(N² − ψ⁴v²/c²) = −mc² + mv²/2 + mv⁴/(8c²) + (G_N Mm/r)[1 + 3v²/(2c²)] − G_N²M²m/(2c²r²).

The coefficient 3 reappears: 2 from ψ⁴ and 1 from 1/N.

**Q:** That is one light body. Why should it settle comparable masses?

**A:** At order G_N² the static interaction contains m1²m2 and m1m2², each over r² by dimensions. The part linear in m2 is the motion of a light body 2 in the field of body 1, just found. Exchanging labels fixes the other part. Thus L contains −D/r² with

D = G_N² m1m2(m1 + m2)/(2c²).

There is an independent check. For two black holes momentarily at rest, in units G_N = c = 1, the spatial equation is solved by

ψ = 1 + α1/(2r1) + α2/(2r2),

where r1 and r2 are distances from the two centres. The total energy is α1 + α2. Near centre 1, put r1 = α1²/(4r′). This inversion rescales lengths by α1²/(4r′²), and since the spatial metric carries ψ⁴, the factor that replaces ψ in the new coordinates is ψα1/(2r′) = 1 + α1(1 + α2/2r)/(2r′). The hole's own mass is therefore m1 = α1(1 + α2/2r), and similarly for m2. Adding the masses,

E = m1 + m2 − α1α2/r.

To the needed order α1α2 = m1m2[1 − (m1 + m2)/(2r)], hence

E = m1 + m2 − m1m2/r + m1m2(m1 + m2)/(2r²).

At rest the energy is −L, so this is the same D. At mass ratio 3 the numerical coefficient is 0.499999, against ½.

The full Lagrangian is

L = Σ[mv²/2 + mv⁴/(8c²)] + L_int − D/r²,

with D = 0 for the vector and the linearly coupled scalar. A term quadratic in φ in a body's action would give the scalar a static 1/r² term too. A field mass would replace 1/r and invalidate the propagator used here.

**Q:** What observable consequence separates the three cases?

**A:** The turning of a bound orbit, with κ > 0. In the centre-of-mass frame p1 = −p2 = p. A small change L1 of the Lagrangian changes the Hamiltonian by H1 = −L1 at first order, because p·v − L is stationary in v. At fixed energy E and angular momentum ℓ, the perturbation changes the radial momentum by −H1/ṙ. The angle swept per radial period is −∂/∂ℓ ∮p_r dr, so the apsidal advance is

ΔΦ = ∂/∂ℓ ∮H1 dt.

Let ν = μ/(m1 + m2). Then

1/(m1m2) = ν/μ²,
1/m1² + 1/m2² = (1 − 2ν)/μ²,
1/m1³ + 1/m2³ = (1 − 3ν)/μ³.

With C = −1,

H1 = −(1 − 3ν)p⁴/(8μ³c²) − κ{[A(1 − 2ν) − Bν]p² + ν(n·p)²}/(2μ²c²r) + D/r².

On the Kepler orbit, p² = 2μ(E + κ/r) and (n·p)² = p² − ℓ²/r². The integrals ∮dt and ∮dt/r over one period depend on E but not on ℓ. Using dt = μr²dϕ/ℓ and 1/r = (μκ/ℓ²)(1 + e cos ϕ),

∮dt/r² = 2πμ/ℓ, ∮dt/r³ = 2πμ²κ/ℓ³.

Define d = μc²D/κ². In units of 2πκ²/(c²ℓ), the ℓ-dependent parts of ∮H1 dt are

- from p⁴: −(1 − 3ν)/2
- from p²/r and (n·p)²/r: −A(1 − 2ν) + Bν − ν
- from the 1/r³ part: +ν/2
- from D: +d

Their sum is −½ − A + d + ν(1 + 2A + B). The bracket vanishes by the boost condition, so the mass ratio drops out at fixed κ and ℓ. Differentiating 1/ℓ gives

ΔΦ = 2π(κ/cℓ)²(A + ½ − d) = 2π(κ/cℓ)²(k − ½ − d).

For gravity κ = G_N m1m2 makes d = ½. In units of π(κ/cℓ)² the advances are −1 for the scalar, +1 for the vector and +6 for the tensor. Omitting D would give 7. That value belongs to the linear coupling alone. A test body with the full square-root action in the linear field g00 = 1 − 2U has N = 1 − U − U²/2 + …, so d = −½ and the advance is 8; the nonlinearity of the field brings it to 6.

For a charge orbiting a very heavy one, ν → 0 and A = 0, so the +1 comes from the v⁴ kinetic term alone. A scalar source instead weakens as 1/γ, and A = −1 reverses the advance.

**Q:** Show me sizes.

**A:** Take model parameters in Hartree atomic units: m1 = 1, m2 = 3, κ = 1, semi-major axis a = 2 and eccentricity e = 0.5. The same κ serves all three exchanges, so the tensor case is a model, not the gravity of real particles. Here μ = 0.75 and

ℓ² = μκa(1 − e²) = 0.75 × 2 × 0.75 = 1.125.

At the end of the latus rectum r = ℓ²/(μκ) = 1.5 bohr. The radial and transverse velocities are (0.35355, 0.70711) and (−0.11785, −0.23570), so

v1² + v2² = 0.6944, v1·v2 = −0.2083, (n·v1)(n·v2) = −0.0417.

The common factor κ/(2c²r) is 17.75 microhartree. Evaluated with unrounded factors, the tensor terms in L are

3 × 0.6944 × 17.75 = 36.98,
−7 × (−0.2083) × 17.75 = 25.89,
−1 × (−0.0417) × 17.75 = 0.74,

together 63.61 microhartree. The static term is −15.78, a quarter of that size and opposite in sign. The Darwin sum is 4.44 and the scalar sum −15.29. The retardation term in C is 0.74 in all three.

For the orbit, (κ/cℓ)² = 4.733 × 10⁻⁵, and π times this is 148.7 microradian per revolution. The predicted advances are −148.7, +148.7 and +892.2 microradian.

**Q:** Do actual orbits of the two-body Lagrangian agree?

**A:** Integrating both bodies' equations of motion gives −148.702, 148.704 and 892.178 microradian. The tensor value differs from the formula by about 6 parts in 10⁵ of the advance. That is comparable with (κ/cℓ)², the size expected of the next order in 1/c². Two effects enter there: the formula uses the Newtonian ℓ of the starting data, which differs from the conserved angular momentum at relative order 1/c², and the integration retains part of the higher-order motion. They were not separated here. Without D the orbit gives 1041.005 microradian, or 7.0004 units.

For two equal unit masses with the same κ, a and e, ℓ² falls to 0.75 and every advance grows by a factor 1.5. In units of π(κ/cℓ)² the results remain −1.0000, 1.0000 and 5.9995, as the cancellation of ν requires. The numerical output lists both mass ratios.

Computed values

```
Coefficients A, B, C from exact action (dimensionless)
  scalar, full: -1.000, 1.000, -1.000
  scalar, no retardation: -1.000, 0.000, 0.000
  scalar, retardation share: 0.000, 1.000, -1.000
  vector, full: 0.000, -1.000, -1.000
  vector, no retardation: 0.000, -2.000, 0.000
  vector, retardation share: 0.000, 1.000, -1.000
  tensor, full: 3.000, -7.000, -1.000
  tensor, no retardation: 3.000, -8.000, 0.000
  tensor, retardation share: 0.000, 1.000, -1.000
  tensor, no trace, full: 1.000, -3.000, -1.000
  tensor, no trace, no retardation: 1.000, -4.000, 0.000
  tensor, no trace, retardation share: 0.000, 1.000, -1.000
Co-moving pair, speed/c: 0.5916
  L_int/kappa for s=0,1,2 (1/length): 0.575650, 0.575650, 0.575650
Test body in static vacuum metric (dimensionless)
  A = 3, static coefficient = -1/2
Two black holes at rest, mass ratio 3
  D c^2/(G^2 m1 m2 M) = 0.499999
Worked example (Hartree atomic units)
  m1, m2, mu: 1.00, 3.00, 0.7500 m_e
  kappa: 1.0 hartree bohr; c: 137.03600 a.u.
  semi-major axis: 2.0 bohr; eccentricity: 0.5
  ell: 1.060660 hbar; (kappa/(c ell))^2: 4.73345e-05
  r at latus rectum: 1.5000 bohr; kappa/r: 0.666667 hartree
  v1 (radial, transverse): 0.35355, 0.70711 a.u.
  v2 (radial, transverse): -0.11785, -0.23570 a.u.
  A, B, C terms and their sum in L (microhartree)
    scalar: -12.3267, -3.6980, 0.7396; sum -15.2851
    vector: 0.0000, 3.6980, 0.7396; sum 4.4376
    tensor: 36.9801, 25.8861, 0.7396; sum 63.6058
    v^4 kinetic term: 2.6965; tensor static term: -15.7782
Apsidal advance: formula, orbit (microrad); orbit/[pi(kappa/c ell)^2]
  masses 1 and 3 m_e
    scalar: -148.706, -148.702; -1.0000
    vector: 148.706, 148.704; 1.0000
    tensor without D: 1040.941, 1041.005; 7.0004
    tensor with D: 892.235, 892.178; 5.9996
  masses 1 and 1 m_e
    scalar: -223.059, -223.051; -1.0000
    vector: 223.059, 223.058; 1.0000
    tensor without D: 1561.411, 1561.574; 7.0007
    tensor with D: 1338.353, 1338.248; 5.9995
```
